# Why Extra Valleys Can Favour Pairing in Doped Semiconductors: a numerical check

```python
"""Pairing in a many-valley semiconductor at fixed total carrier density.

Result under test: extra valleys add intervalley phonon attraction that is
weakly screened, and they screen the intravalley Coulomb repulsion.  Pairing
occurs if lambda > mu* = mu / (1 + mu ln(E_F / hbar omega)), with
k_B T_c = (2 exp(gamma)/pi) hbar omega exp(-1/(lambda - mu*)).
Symbols: nv valleys, n density, kf Fermi wave number in a valley, n1 density
of states per valley, spin and volume, kappa2 squared screening wave number,
x = kappa2/(4 kf^2), Q intervalley wave number, lam attraction, mu repulsion.
Model: isotropic valleys at fcc L points, static screening, unit overlaps,
weak coupling without mass enhancement.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

hbar, e, kb, eps0 = const.hbar, const.e, const.k, const.epsilon_0
pi = np.pi

# Round model parameters (SI)
density = 1e27
mass = 0.5 * const.m_e
eps_small_q, eps_large_q = 20.0, 10.0
lattice = 0.6e-9
Q = 2 * pi / lattice
rho, sound = 5000.0, 4000.0
phonon = 0.030 * e
omega = phonon / hbar
D_acoustic = 5.0 * e
D_inter = 1e11 * e

L_POINTS = np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]])


def is_reciprocal(v):
    """v in units pi/a; fcc reciprocal vectors have equal-parity indices."""
    if np.any(v % 2):
        return False
    parity = (v // 2) % 2
    return bool(np.all(parity == parity[0]))


def linked_pairs(nv, transfer=(2, 0, 0)):
    pts = L_POINTS[:nv]
    return sum(is_reciprocal(b - a - np.array(transfer))
               for a in pts for b in pts)


def valley_gas(nv, n):
    kf = (3 * pi**2 * n / nv) ** (1 / 3)
    ef = hbar**2 * kf**2 / (2 * mass)
    n1 = mass * kf / (2 * pi**2 * hbar**2)
    kappa2 = 2 * nv * n1 * e**2 / (eps0 * eps_small_q)
    return kf, ef, n1, kappa2, kappa2 / (4 * kf**2)


def mu_intra_formula(nv, n):
    x = valley_gas(nv, n)[4]
    return x * np.log(1 + 1 / x) / (2 * nv)


def acoustic_screening(x):
    return 1 - 2 * x * np.log(1 + 1 / x) + x / (1 + x)


def mu_star(mu, ef):
    return mu / (1 + mu * np.log(ef / phonon))


def tc_formula(strength):
    if strength <= 0:
        return None
    pref = 2 * np.exp(np.euler_gamma) / pi
    return pref * phonon / kb * np.exp(-1 / strength)


def pairing(nv, n):
    kf, ef, n1, kappa2, x = valley_gas(nv, n)
    kq2 = 2 * linked_pairs(nv) * n1 * e**2 / (eps0 * eps_large_q)
    s_inter = (1 + kq2 / Q**2) ** -2
    s_intra = acoustic_screening(x)
    lam_a = n1 * D_acoustic**2 / (rho * sound**2) * s_intra
    bare = (nv - 1) * n1 * D_inter**2 / (rho * omega**2)
    mu_a = mu_intra_formula(nv, n)
    mu_b = (nv - 1) * n1 * e**2 / (eps0 * eps_large_q * (Q**2 + kq2))
    lam, mu = lam_a + bare * s_inter, mu_a + mu_b
    ms = mu_star(mu, ef)
    return dict(kf=kf, ef=ef, n1=n1, kappa2=kappa2, x=x, kq2=kq2,
                s_inter=s_inter, s_intra=s_intra, lam_a=lam_a, bare=bare,
                lam_b=bare * s_inter, mu_a=mu_a, mu_b=mu_b, lam=lam, mu=mu,
                ms=ms, g=lam - ms, tc=tc_formula(lam - ms))


def lindhard(y):
    return 0.5 + (1 - y**2) / (4 * y) * np.log(abs((1 + y) / (1 - y)))


res = {nv: pairing(nv, density) for nv in (1, 2, 3, 4)}
r4 = res[4]

# Geometry: every two L valleys differ by a vector equivalent to an X point
x_points = [(2, 0, 0), (0, 2, 0), (0, 0, 2)]
for i in range(4):
    for j in range(i):
        diff = L_POINTS[i] - L_POINTS[j]
        assert sum(is_reciprocal(diff - np.array(p)) for p in x_points) == 1
for p in x_points:
    assert linked_pairs(4, p) == 4 and linked_pairs(3, p) == 2

# Screening wave number from the compressibility of the filled valleys
for nv, r in res.items():
    def filling(energy):
        k = np.sqrt(2 * mass * energy) / hbar
        return 2 * nv * (4 * pi * k**3 / 3) / (2 * pi) ** 3
    assert abs(filling(r["ef"]) / density - 1) < 1e-10
    step = 1e-4 * r["ef"]
    dnde = (filling(r["ef"] + step) - filling(r["ef"] - step)) / (2 * step)
    assert abs(dnde * e**2 / (eps0 * eps_small_q) / r["kappa2"] - 1) < 1e-6

# Fermi-sphere averages by integration over the scattering angle
for r in res.values():
    def q2(c):
        return 2 * r["kf"]**2 * (1 - c)

    def coulomb(c):
        return (r["n1"] * e**2 / (eps0 * eps_small_q)
                / (q2(c) + r["kappa2"]) / 2)
    assert abs(quad(coulomb, -1, 1)[0] / r["mu_a"] - 1) < 1e-7
    avg = quad(lambda c: (q2(c) / (q2(c) + r["kappa2"]))**2 / 2, -1, 1)[0]
    assert abs(avg / r["s_intra"] - 1) < 1e-7
for nv in (1, 2, 3, 4):
    for n in np.logspace(22, 29, 15):
        assert mu_intra_formula(nv, n) < 1 / (2 * nv)

# Static response of one linked valley pair, from its principal-value integral
for p in (0.02, 0.5, 1.0, 1.6):
    integral = quad(lambda z: pi * (1 - z**2) / p, -1, 1,
                    weight="cauchy", wvar=-p / 2)[0]
    assert abs(integral / (2 * pi) - lindhard(p / 2)) < 1e-6
    if p == 0.02:
        assert abs(integral / (2 * pi) - 1) < 1e-3

# Lindhard screening instead of Thomas-Fermi in the intravalley repulsion
mu_lindhard = quad(lambda u: r4["x"] / (2 * 4)
                   / (u + r4["x"] * lindhard(np.sqrt(u))), 0, 1)[0]
assert r4["mu_a"] < mu_lindhard < 2 * r4["mu_a"]

# Self-consistent screening of valley-dependent deformation potentials
shifts = np.array([3.0, -1.0, 0.5, 2.0])
q_sq = 2 * r4["kf"]**2
v_times_response = 2 * r4["n1"] * e**2 / (eps0 * eps_small_q * q_sq)
solved = np.linalg.solve(np.eye(4) + v_times_response * np.ones((4, 4)),
                         shifts)
expected = shifts - shifts.mean() * r4["kappa2"] / (q_sq + r4["kappa2"])
assert np.allclose(solved, expected, rtol=1e-10)

# Phonon attraction from exact levels of an oscillator with 0, 1, 2 electrons
volume = 1000 * lattice**3 / 4
g_rel = D_inter * np.sqrt(hbar / (2 * rho * volume * omega)) / phonon
levels = np.arange(50)
ladder = np.diag(np.sqrt(levels[1:]), 1)
ground = [np.linalg.eigvalsh(np.diag(levels.astype(float))
                             + g_rel * count * (ladder + ladder.T))[0]
          for count in (0, 1, 2)]
attraction = (ground[2] - 2 * ground[1] + ground[0]) * phonon * volume
assert abs(attraction / (-D_inter**2 / (rho * omega**2)) - 1) < 1e-8

# Intervalley Coulomb term: full two-sphere average against its value at Q
rng = np.random.default_rng(7)
dirs = rng.normal(size=(2, 200000, 3))
dirs /= np.linalg.norm(dirs, axis=2, keepdims=True)
transfer = r4["kf"] * (dirs[0] - dirs[1]) + np.array([Q, 0, 0])
mean_inv = np.mean(1 / (np.sum(transfer**2, axis=1) + r4["kq2"]))
coulomb_ratio = mean_inv * (Q**2 + r4["kq2"])
assert abs(coulomb_ratio - 1) < 0.05  # finite pocket size, order (kf/Q)^2

# Growth of the unscreened intervalley attraction at fixed density
for nv in (3, 4):
    law = (nv - 1) * nv ** (-1 / 3) / 2 ** (-1 / 3)
    assert abs(res[nv]["bare"] / res[2]["bare"] / law - 1) < 1e-10

# Threshold where more valleys begin to lower the intravalley repulsion
x_cross = brentq(lambda x: (1 + x) * np.log(1 + 1 / x) - 4, 1e-4, 0.5)
n_cross = density * (res[1]["x"] / x_cross) ** 3
for factor, sign in ((3, 1), (1 / 3, -1)):
    change = (mu_intra_formula(1.001, factor * n_cross)
              - mu_intra_formula(0.999, factor * n_cross))
    assert sign * change > 0


def gap_matrix_spectrum(nv, r, temperature):
    """Linearized gap equation in valley and energy space."""
    t = kb * temperature
    nodes, weights = np.polynomial.legendre.leggauss(80)
    lo, hi = np.log(1e-4 * t), np.log(phonon)
    xi = np.exp((hi - lo) / 2 * nodes + (hi + lo) / 2)
    w = (hi - lo) / 2 * weights
    nodes2, weights2 = np.polynomial.legendre.leggauss(10)
    span = np.log(r["ef"] / phonon)
    xi = np.append(xi, phonon * np.exp(span * (nodes2 + 1) / 2))
    w = np.append(w, span / 2 * weights2) * np.tanh(xi / (2 * t))
    inside = (xi < phonon).astype(float)
    same, other = np.eye(nv), np.ones((nv, nv)) - np.eye(nv)
    links = max(nv - 1, 1)
    attract = r["lam_a"] * same + r["lam_b"] / links * other
    repel = r["mu_a"] * same + r["mu_b"] / links * other
    kernel = (np.kron(attract, np.outer(inside, inside))
              - np.kron(repel, np.ones((len(xi), len(xi)))))
    root = np.sqrt(np.tile(w, nv))
    return np.linalg.eigvalsh(root[:, None] * kernel * root[None, :])[-1]


tc_numeric = brentq(lambda T: gap_matrix_spectrum(4, r4, T) - 1,
                    0.5 * r4["tc"], 2 * r4["tc"], xtol=1e-6)
assert abs(tc_numeric / r4["tc"] - 1) < 1e-3
single_top = gap_matrix_spectrum(1, res[1], 1e-6)
assert res[1]["g"] < 0 and single_top < 1

# Controls at four valleys: remove one cause at a time
g_no_phonon = r4["lam_a"] - r4["ms"]
x_own = r4["x"] / 4
mu_own = x_own * np.log(1 + 1 / x_own) / 2
g_own = r4["lam"] - mu_star(mu_own + r4["mu_b"], r4["ef"])
assert g_no_phonon < 0 and mu_own > r4["mu_a"] and g_own < r4["g"]
plasma = hbar * np.sqrt(density * e**2 / (eps0 * eps_small_q * mass))
assert plasma > phonon

print(f"density n = {density:.1e} m^-3")
print(f"mass = {mass / const.m_e:.2f} electron masses")
print(f"dielectric constants: small q {eps_small_q:.0f}, at Q {eps_large_q:.0f}")
print(f"lattice constant = {lattice * 1e9:.2f} nm")
print(f"Q = {Q * 1e-9:.3f} nm^-1")
print(f"mass density = {rho:.0f} kg/m^3, sound speed = {sound:.0f} m/s")
print(f"phonon energy = {phonon / e:.3f} eV")
print(f"acoustic deformation potential = {D_acoustic / e:.1f} eV")
print(f"intervalley deformation potential = {D_inter / e * 1e-9:.0f} eV/nm")
print(f"plasma energy = {plasma / e:.3f} eV")
print("nv | kF nm^-1 | EF eV | N1, nv*N1 in 1/(eV nm^3) per spin")
for nv, r in res.items():
    d = r["n1"] * e * 1e-27
    print(f"{nv} | {r['kf']*1e-9:.3f} | {r['ef']/e:.4f} | {d:.4f}, {nv*d:.4f}")
print("nv | kappa nm^-1 | x | linked pairs M | kappa_Q^2/Q^2")
for nv, r in res.items():
    print(f"{nv} | {np.sqrt(r['kappa2'])*1e-9:.3f} | {r['x']:.4f} | "
          f"{linked_pairs(nv) if nv > 1 else 0} | {r['kq2']/Q**2:.4f}")
print("nv | screening factor of attraction: intravalley, intervalley")
for nv, r in res.items():
    inter = f"{r['s_inter']:.4f}" if nv > 1 else "none"
    print(f"{nv} | {r['s_intra']:.4f}, {inter}")
print("nv | lambda intra, inter unscreened, inter screened, total")
for nv, r in res.items():
    print(f"{nv} | {r['lam_a']:.4f}, {r['bare']:.4f}, "
          f"{r['lam_b']:.4f}, {r['lam']:.4f}")
print("nv | mu intra, inter, total | mu*")
for nv, r in res.items():
    print(f"{nv} | {r['mu_a']:.4f}, {r['mu_b']:.4f}, "
          f"{r['mu']:.4f} | {r['ms']:.4f}")
print("nv | lambda - mu* | model Tc in K")
for nv, r in res.items():
    label = "no pairing" if r["tc"] is None else f"{r['tc']:.3e}"
    print(f"{nv} | {r['g']:.4f} | {label}")
print(f"nv=4 Tc from diagonalized gap equation = {tc_numeric:.4f} K")
print(f"nv=1 largest gap eigenvalue at 1e-6 K = {single_top:.4f}")
print(f"nv=4 mu intra with Lindhard screening = {mu_lindhard:.4f}")
print(f"nv=4 intervalley Coulomb average / value at Q = {coulomb_ratio:.3f}")
print(f"threshold x = {x_cross:.5f}; density for nv=1: {n_cross:.2e} m^-3")
print(f"nv=4, no intervalley phonon: lambda - mu* = {g_no_phonon:.4f}")
print(f"nv=4, own-valley screening only: mu intra = {mu_own:.4f}")
print(f"  then lambda - mu* = {g_own:.4f}, Tc = {tc_formula(g_own):.3f} K")
print("OK")
```

Running it gives:

```
density n = 1.0e+27 m^-3
mass = 0.50 electron masses
dielectric constants: small q 20, at Q 10
lattice constant = 0.60 nm
Q = 10.472 nm^-1
mass density = 5000 kg/m^3, sound speed = 4000 m/s
phonon energy = 0.030 eV
acoustic deformation potential = 5.0 eV
intervalley deformation potential = 100 eV/nm
plasma energy = 0.371 eV
nv | kF nm^-1 | EF eV | N1, nv*N1 in 1/(eV nm^3) per spin
1 | 3.094 | 0.7293 | 1.0284, 1.0284
2 | 2.455 | 0.4594 | 0.8162, 1.6325
3 | 2.145 | 0.3506 | 0.7131, 2.1392
4 | 1.949 | 0.2894 | 0.6478, 2.5914
nv | kappa nm^-1 | x | linked pairs M | kappa_Q^2/Q^2
1 | 1.364 | 0.0486 | 0 | 0.0000
2 | 1.719 | 0.1225 | 2 | 0.0539
3 | 1.967 | 0.2103 | 2 | 0.0471
4 | 2.165 | 0.3086 | 4 | 0.0855
nv | screening factor of attraction: intravalley, intervalley
1 | 0.7478, none
2 | 0.5664, 0.9004
3 | 0.4377, 0.9121
4 | 0.3441, 0.8486
nv | lambda intra, inter unscreened, inter screened, total
1 | 0.0385, 0.0000, 0.0000, 0.0385
2 | 0.0231, 0.1259, 0.1134, 0.1365
3 | 0.0156, 0.2200, 0.2006, 0.2163
4 | 0.0112, 0.2998, 0.2544, 0.2656
nv | mu intra, inter, total | mu*
1 | 0.0746, 0.0000, 0.0746 | 0.0603
2 | 0.0678, 0.0128, 0.0806 | 0.0661
3 | 0.0613, 0.0225, 0.0838 | 0.0695
4 | 0.0557, 0.0295, 0.0853 | 0.0715
nv | lambda - mu* | model Tc in K
1 | -0.0218 | no pairing
2 | 0.0704 | 2.692e-04
3 | 0.1468 | 4.339e-01
4 | 0.1941 | 2.286e+00
nv=4 Tc from diagonalized gap equation = 2.2858 K
nv=1 largest gap eigenvalue at 1e-6 K = 0.1626
nv=4 mu intra with Lindhard screening = 0.0591
nv=4 intervalley Coulomb average / value at Q = 1.014
threshold x = 0.02023; density for nv=1: 1.39e+28 m^-3
nv=4, no intervalley phonon: lambda - mu* = -0.0603
nv=4, own-valley screening only: mu intra = 0.1017
  then lambda - mu* = 0.1644, Tc = 0.902 K
OK
```
